# Response of Kohn–Sham eigenvalues to occupation numbers, with the oxygen atom, part 2

In spin-unpolarized Kohn–Sham theory (Hartree atomic units, fixed external potential $v$), real orthonormal orbitals $\psi_k$ carry free occupations $f_k$, counted over both spins. With $\rho_k=\psi_k^2$ and $n=\sum_kf_k\rho_k$, they solve $h\psi_k=\varepsilon_k\psi_k$ self-consistently, where $h=-\tfrac12\nabla^2+v+v_{Hxc}[n]$; $E$ is the total energy. We want $\eta_{ij}=\partial\varepsilon_i/\partial f_j$ for oxygen and, from it, the energy of removing one $2p$ electron.

The atom has $Z=8$, configuration $1s^22s^22p^4$, each shell spread evenly over $m$ and spin, in the LDA (Slater exchange, VWN5 correlation). Its eigenvalues are $\varepsilon_{1s}=-18.758245$, $\varepsilon_{2s}=-0.871362$ and $\varepsilon_{2p}=-0.338381$ Ha.

Write $\partial_j=\partial/\partial f_j$, $\phi_{km}=\psi_k\psi_m$ (levels ordered by energy) and $\langle a|K|b\rangle=\iint a(\mathbf r)K(\mathbf r,\mathbf r')b(\mathbf r')\,d^3r\,d^3r'$. The kernel $K=\delta v_{Hxc}/\delta n$ is, in the LDA, $1/|\mathbf r-\mathbf r'|+f_{xc}(n(\mathbf r))\,\delta(\mathbf r-\mathbf r')$, with $f_{xc}=d^2(n\epsilon_{xc})/dn^2$. The general results are

$$\partial_jE=\langle\psi_j|h|\psi_j\rangle+\sum_kf_k\,2\langle\partial_j\psi_k|h|\psi_k\rangle=\varepsilon_j+\sum_kf_k\varepsilon_k\,\partial_j\langle\psi_k|\psi_k\rangle=\varepsilon_j .\tag{2}$$

$$\eta_{ij}=\int\rho_i\,\partial_jv_{Hxc}\,d^3r=\langle\rho_i|K|\partial_jn\rangle .\tag{3}$$

$$\chi_s(\mathbf r,\mathbf r')=-\sum_{k<m}D_{km}\,\phi_{km}(\mathbf r)\,\phi_{km}(\mathbf r'),\qquad D_{km}=\frac{2(f_k-f_m)}{\varepsilon_m-\varepsilon_k}.\tag{4}$$

$$\partial_jn=(1-\chi_sK)^{-1}\rho_j .\tag{5}$$

$$\eta_{ij}=\langle\rho_i|K(1-\chi_sK)^{-1}|\rho_j\rangle .\tag{6}$$

$$\eta_{ij}=\langle\rho_i|K+K\chi K|\rho_j\rangle .\tag{7}$$

$$\eta_{ij}=\eta^{\rm bare}_{ij}-b_i^T(1+G)^{-1}b_j .\tag{8}$$

Here $\chi_s$ is the response to a change of the potential in $h$ at fixed occupations, $\chi=(1-\chi_sK)^{-1}\chi_s$, and $\eta^{\rm bare}_{ij}=\langle\rho_i|K|\rho_j\rangle$ is the frozen-orbital (bare) element. Equation (8) assumes all $D_p\ge0$; $P$ has columns $\sqrt{D_p}\,\phi_p$ over pairs $p$ with $D_p>0$, $G=P^TKP$ and $b_j=P^TK\rho_j$. The matrix $1+G$ is the energy curvature under orbital rotations; at a minimum, $\eta^{\rm bare}-\eta$ is positive semidefinite. The symmetry $\eta_{ij}=\eta_{ji}$ needs $v_{Hxc}$ to derive from an energy; (3) to (7) do not.

A scaling estimate of the bare elements uses densities $(\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=\kappa=\sqrt{-2\varepsilon}$, the tail decay constant: $6.125$, $1.320$, $0.823$ bohr$^{-1}$ for $1s$, $2s$, $2p$. The Coulomb part is $5\kappa/8$ (large-$Z$ form for $1s$: $5Z/8$); exchange changes it by the ratio $-0.095$ (core) or $-0.046$ (valence). This gives diagonal estimates $3.46$, $0.79$, $0.49$ Ha; core–valence estimates, from $\langle1/r\rangle$ of the valence density, are $1.3$ ($1s,2s$) and $0.8$ Ha ($1s,2p$). Relaxation, omitted there, scales as $N/\zeta$ relative to the bare element, for $N$ responding electrons.

### Degenerate shells and the radial form

The $2p$ level is degenerate, so the derivation is applied to whole shells. Write $\psi_{nlm}=u_{nl}(r)Y_{lm}/r$ with real harmonics and give each $m$ the occupation $f_{nl}/(2l+1)$. The sum rule $\sum_mY_{lm}^2=(2l+1)/4\pi$ makes the shell density per electron $u_{nl}^2/(4\pi r^2)$. All density and potential changes are spherical, and a spherical $\delta v_s$ connects only equal $l$ and $m$, so degenerate partners are never coupled. Janak's theorem for the shell reads $\partial E/\partial f_{nl}=\sum_m\varepsilon_{nl}/(2l+1)=\varepsilon_{nl}$.

Use radial charges $q=4\pi r^2n$ and $q_i=u_i^2$. In (4) the sum over $m$ of $(2l+1)^{-1}Y_{lm}^2$ gives $1/4\pi$, and the angular integral in the matrix element gives 1, so $\chi_s(r,r')=-\sum D_{km}\,u_ku_m(r)\,u_ku_m(r')$ over pairs of shells with the same $l$, with $D_{km}$ built from shell totals. A spherical charge gives the potential $r^{-1}\int_0^rq\,dr'+\int_r^\infty q\,dr'/r'$, and $\delta v_{xc}=f_{xc}\,\delta q/(4\pi r^2)$, so

$$K(r,r')=\frac1{r_>}+\frac{f_{xc}(n(r))}{4\pi r^2}\,\delta(r-r'),\qquad r_>=\max(r,r').$$

Equations (5) to (8) hold with $\rho_i\to q_i$ and integrals over $r$. Writing $1/r_>=\int_{r_>}^\infty ds/s^2$ and exchanging the order of integration gives, for any radial charge $a$,

$$\langle a|1/r_>|a\rangle=\int_0^\infty\frac{A(s)^2}{s^2}\,ds,\qquad A(s)=\int_0^sa\,dr ,\tag{9}$$

so the Hartree kernel is positive.

Three limits of validity remain. At $f=2$ an $s$ shell is full, and only the derivative from below is physical; the LDA equations continue smoothly past 2, so a central difference returns the same number. For an empty level the exchange kernel, and with it the full LDA kernel, since the VWN correlation energy per electron also falls as $n^{1/3}$ with the same sign at low density, grows in the tail as $n^{-2/3}\sim e^{4\kappa_Hr/3}$, with $\kappa_H$ the decay constant of the highest occupied orbital, while $\rho_i^2\sim e^{-4\kappa_ir}$; the element $\eta_{ii}$ is finite only if $\kappa_i>\kappa_H/3$, which every occupied level satisfies. Finally, the exact ground state at fractional electron number is a mixture of the two neighbouring integer ground states (given convexity of the integer energies), whose energy is linear in the mixing weight and has a kink at the integer. The smoothness assumed here belongs to approximations such as the LDA, and a nonzero $\eta$ for the highest level measures their departure from that linearity.

### Oxygen

The radial equations were solved in a contracted even-tempered Gaussian basis of 20 $s$ and 19 $p$ functions on a logarithmic grid of 682 points, giving $E=-74.47308$ Ha. The pairs are $1s$, $2s$ and $2p$ with 18 empty levels each, 54 in all; the $1s$–$2s$ pair has $D=0$. The pieces of (7), in Ha, are:

| $i,j$ | Hartree | xc | $K\chi K$ | $\eta_{ij}$ |
|---|---|---|---|---|
| $1s,1s$ | 4.6929 | −0.4249 | −1.4222 | 2.8457 |
| $1s,2s$ | 1.1360 | −0.0179 | −0.5092 | 0.6089 |
| $1s,2p$ | 1.0938 | −0.0136 | −0.4937 | 0.5865 |
| $2s,2s$ | 0.7945 | −0.0384 | −0.2292 | 0.5269 |
| $2s,2p$ | 0.7654 | −0.0337 | −0.2220 | 0.5097 |
| $2p,2p$ | 0.7424 | −0.0326 | −0.2150 | 0.4947 |

For the $2p$ shell, $0.74236-0.03263=0.70974$ Ha (19.313 eV) is the bare element, and $0.70974-0.21501=0.49473$ Ha (13.462 eV) is $\eta_{2p,2p}$.

The numerical check whose output follows this text obtains the same matrix without $\chi_s$ or $K$, from five-point differences of independent self-consistent runs with step 0.01 electron. The largest difference from (6) is $1.7\times10^{-9}$ Ha. In the difference matrix $\eta_{ij}$ and $\eta_{ji}$ come from different runs, and they agree to $2.8\times10^{-9}$ Ha. Equations (2), (3), (4), (5) and (8) and the diagonal second differences of $E$ are each tested to $10^{-6}$ in atomic units. A second basis and grid change $\eta$ by at most $4.3\times10^{-7}$ Ha.

The eigenvalues of $1+G$ lie between 0.9641 and 2.2107. The solution is therefore stable under real, spherical, unpolarized rotations, and the eigenvalues of $\eta^{\rm bare}-\eta$ are positive: 0.00003, 0.07175 and 1.79465 Ha. An eigenvalue of $1+G$ below 1 means that $G$ has a negative direction, which by (9) can come only from $f_{xc}$. The nonzero eigenvalues of $-\chi_sK=PP^TK$ are those of $G=P^TKP$, and the largest is $2.2107-1=1.2107$. It exceeds 1, so the geometric series $K+K\chi_sK+\dots$ does not converge as an operator series for this atom, and the inverse in (6) has to be taken as it stands.

Promotion from $2s$ to $2p$ at fixed electron number follows $f=f_0+t(0,-1,1)$, and $d^2E/dt^2=\eta_{2s,2s}+\eta_{2p,2p}-2\eta_{2s,2p}$. The formula gives $0.526865+0.494731-2(0.509710)=0.002176$ Ha, and total energies along the same path give 0.002176 Ha, which tests the mixed derivative against energies alone. The curvature is the screened form evaluated on $q_{2p}-q_{2s}$. Its Hartree part is $0.794454+0.742363-2(0.765369)=0.0061$ Ha; by (9) this number is the integral of the squared difference of the cumulative charges of the two shells with weight $ds/s^2$, so that difference is small in this mean-square sense, which is not a bound at each radius. The same combination gives $-0.0036$ Ha for xc and $-0.0003$ Ha for screening, so here the xc kernel cancels more than half of the Hartree term.

Two cases probe the assumptions. For $1s^22s^{1.5}2p^{4.5}$ the $1s$–$2s$ pair has $D>0$. With it, (6) matches the finite differences to $2.2\times10^{-9}$ Ha; without it, the largest error is $6.1\times10^{-3}$ Ha. In the second case the potential $\lambda r^{-1}\int_0^rq\,dr'$ with $\lambda=-0.1$ is added. Its kernel $\lambda\,\theta(r-r')/r$ is unsymmetric, so it derives from no energy. Equation (6) still holds, to $4.1\times10^{-11}$ Ha, while $\eta_{2s,1s}-\eta_{1s,2s}=0.656512-0.644912=0.0116$ Ha. The added bare term counts only charge lying inside the radius at which it acts. On the diagonal it equals $\lambda/2$ times the Hartree element; within a core–valence pair, with $\lambda<0$, it lowers the response of the valence level to the $1s$ occupation much more than the response of the $1s$ level to the valence occupation. The computed $\eta_{2p,1s}=0.635320$ Ha does lie below $\eta_{1s,2p}=0.644313$ Ha, but the $1s,2s$ pair shows the opposite order, so the bare term alone does not fix the sign of the asymmetry.

For the removal energy, expand $E$ in $f=f_{2p}$ and use (2), $E'=\varepsilon$, $E''=\eta$, $E'''=\varepsilon''$:

$$I=E(f-1)-E(f)=-\varepsilon+\tfrac12\eta-\tfrac16\varepsilon''+\dots$$

With $\varepsilon''=-0.1571$ Ha from finite differences, the quadratic value is $0.33838+0.49473/2=0.58575$ Ha (15.939 eV), and the cubic value is $0.58575+0.1571/6=0.6119$ Ha (16.652 eV). The bare element gives $0.33838+0.70974/2=0.69325$ Ha (18.864 eV). The reference within this model is the difference of self-consistent energies, $-73.86314+74.47308=0.60994$ Ha (16.597 eV), which the integral $-\int_3^4\varepsilon_{2p}\,df$ reproduces as (2) requires. Relative to this reference, $-\varepsilon$ alone is 45% low, the bare quadratic 14% high, the screened quadratic 4% low and the cubic 0.3% high.

## Comparison of estimate and solution

| shell | $5\kappa/8$ | Hartree | estimate | $\eta_{ii}$ |
|---|---|---|---|---|
| $1s$ | 3.83 | 4.69 | 3.46 | 2.85 |
| $2s$ | 0.825 | 0.794 | 0.79 | 0.527 |
| $2p$ | 0.514 | 0.742 | 0.49 | 0.495 |

All entries are in Ha. Relative to $\eta_{ii}$ the estimate is about 22% high for $1s$, 50% high for $2s$ and 1% low for $2p$.

The ratio of xc to Hartree is the part that scaling predicts well. The computed values are $-0.4249/4.6929=-0.091$, $-0.0384/0.7945=-0.048$ and $-0.0326/0.7424=-0.044$, against $-0.095$, $-0.046$ and $-0.046$; the computed values include correlation, the estimates exchange only. The exponent $\zeta$ cancels in this ratio, so a poor choice of length does not enter it.

The length itself is uncertain by tens of percent. The computed $1s$ Hartree element corresponds to $\zeta=8(4.693)/5=7.51$ bohr$^{-1}$, nearer to $Z=8$ than to $\kappa=6.125$, and the large-$Z$ form $5Z/8=5$ Ha is 7% above it. For $2p$, $5\kappa/8$ is 31% below the Hartree element. The tail constants make $2s$ much more compact than $2p$, whereas the core–valence Hartree elements, 1.136 and 1.094 Ha, differ by 4% and the diagonal ones, 0.794 and 0.742 Ha, by 7%. Since $1/r_>\le1/r$, the core–valence elements are lower bounds to $\langle1/r\rangle$ of the valence shells; the bound is close for $2p$ and looser for $2s$, whose inner lobe overlaps the core. A plausible reason, not tested here, is that $\kappa$ describes only the far tail, while most of the charge lies where the nucleus is incompletely screened.

Relaxation removes $1.4222/4.2679=33\%$ of the bare $1s,1s$ element, $0.2292/0.7561=30\%$ for $2s,2s$, $0.2150/0.7097=30\%$ for $2p,2p$ and $0.4937/1.0802=46\%$ for $1s,2p$. Its sign on the diagonal is the one proved from (8), and it is not a small correction in this neutral atom, as scaling indicated. The scaling does not order the shells, however: the diagonal fraction is nearly the same for all three, while $N/\zeta$ with $N=8$ and $\zeta=\kappa$ is 1.3, 6.1 and 9.7. The core–valence estimates of 1.3 and 0.8 Ha stand against 0.609 and 0.587 Ha. The 1% agreement for $2p,2p$ is a cancellation: the estimate lies $0.710-0.491=0.219$ Ha below the bare element it was meant to approximate, and the omitted screening is $-0.215$ Ha. For $2s$ the estimate is 4% above the bare element 0.756 Ha, no such cancellation occurs, and the missing screening, 0.229 Ha, makes up 88% of the error $0.787-0.527=0.260$ Ha. The removal energy built on the scaling value, $0.338+0.491/2=0.584$ Ha, inherits the accident and shares the 4% truncation error of the screened quadratic.

The negative $\varepsilon''$ means that $\eta_{2p,2p}$ grows as electrons are removed. A contracting orbital (larger $\zeta$) and fewer screening electrons (smaller $N/\zeta$) would both act in this direction by the scaling argument; their separate sizes were not computed, and the attribution is a conjecture.

## Calculated quantities

```
O atom Z=8, LDA (Slater+VWN5), f(1s,2s,2p) = 2.0 2.0 4.0 electrons
grid points 682, basis s 20 p 19, step 0.01 electrons
total energy -74.47308 Ha, virial residual -1.1e-05 Ha
eps(1s,2s,2p) (Ha): -18.758245 -0.871362 -0.338381
bare Hartree row 1s (Ha):   4.692868   1.136003   1.093824
bare Hartree row 2s (Ha):   1.136003   0.794454   0.765369
bare Hartree row 2p (Ha):   1.093824   0.765369   0.742363
bare xc row 1s (Ha):  -0.424930  -0.017913  -0.013639
bare xc row 2s (Ha):  -0.017913  -0.038389  -0.033701
bare xc row 2p (Ha):  -0.013639  -0.033701  -0.032625
screening row 1s (Ha):  -1.422227  -0.509152  -0.493670
screening row 2s (Ha):  -0.509152  -0.229200  -0.221957
screening row 2p (Ha):  -0.493670  -0.221957  -0.215008
eta formula row 1s (Ha):   2.845710   0.608938   0.586515
eta formula row 2s (Ha):   0.608938   0.526865   0.509710
eta formula row 2p (Ha):   0.586515   0.509710   0.494731
eta fin.diff row 1s (Ha):   2.845710   0.608938   0.586515
eta fin.diff row 2s (Ha):   0.608938   0.526865   0.509710
eta fin.diff row 2p (Ha):   0.586515   0.509710   0.494731
errors: chi_s 2.3e-09, dq/df 2.7e-09 (L2 norm, a.u.)
errors: Janak 5.3e-11, Hellmann-Feynman 2.2e-09 Ha
errors: eta 1.7e-09, fin.diff asymmetry 2.8e-09 Ha
d2E/df2 (1s,2s,2p) (Ha): 2.845710 0.526865 0.494731
eta 2p2p 13.462 eV, eta 2s2p 13.870 eV, bare 2p2p 19.313 eV
pairs 54, eigenvalues of 1+G from 0.9641 to 2.2107 (dimensionless)
eigenvalues of bare - eta (Ha): 0.00003 0.07175 1.79465
2s->2p curvature: energies 0.002176 Ha, formula 0.002176 Ha
second basis/grid: change of eta 4.3e-07 Ha, of E 1.1e-07 Ha
second configuration f = 2.0 1.5 4.5 electrons
eta formula row 1s (Ha):   2.819622   0.599145   0.577314
eta formula row 2s (Ha):   0.599145   0.521534   0.504854
eta formula row 2p (Ha):   0.577314   0.504854   0.490347
error 2.2e-09 Ha; error without 1s-2s pair 6.1e-03 Ha
non-variational model, lam = -0.1 (dimensionless)
eta fin.diff row 1s (Ha):   2.802428   0.644912   0.644313
eta fin.diff row 2s (Ha):   0.656512   0.549538   0.539045
eta fin.diff row 2p (Ha):   0.635320   0.537347   0.528585
formula error 4.1e-11 Ha, asymmetry 0.0116 Ha
ion energy -73.86314 Ha, d2eps_2p/df2 -0.1571 Ha
2p removal, -eps: 0.33838 Ha = 9.208 eV
2p removal, bare quadratic: 0.69325 Ha = 18.864 eV
2p removal, screened quadratic: 0.58575 Ha = 15.939 eV
2p removal, cubic: 0.61194 Ha = 16.652 eV
2p removal, Janak integral: 0.60994 Ha = 16.597 eV
2p removal, Delta SCF: 0.60994 Ha = 16.597 eV
```
